\section*{How Much Faster Is Intersystem Crossing in Iodonium than in Sulfonium?}

\section*{Question}

Aryl iodonium and aryl sulfonium salts are used as photoacid generators in resists. The atomic spin-orbit constants are near $5070\ \mathrm{cm^{-1}}$ for iodine and $380\ \mathrm{cm^{-1}}$ for sulfur. If the excited orbitals and the vibrational factors of the two cations were identical, how much faster would the iodonium singlet cross to a triplet, how does the answer scale, and what does it say about triplet yields?

\section*{Answer}

In the weak-coupling regime the rate goes as the square of the spin-orbit constant, so the ratio of rate coefficients is
\begin{equation}
\frac{k_{\mathrm I}}{k_{\mathrm S}}=\left(\frac{5070}{380}\right)^2=(13.34)^2\approx 178 ,
\end{equation}
or roughly 180. This compares two hypothetical chromophores that differ in $\zeta$ alone. The ratio of triplet yields can be much smaller, and at stronger coupling the iodine rate may leave the regime in which the square law holds, to an extent that depends on the vibrational dynamics.

\subsection*{What the constants mean}

The model keeps one heavy atom and a one-electron interaction,
\begin{equation}
H_{\mathrm{so}}=\zeta\sum_i \mathbf l_i\cdot\mathbf s_i ,
\end{equation}
with $\mathbf l$ and $\mathbf s$ in units of $\hbar$. For one $p$ electron,
\begin{equation}
\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-2-\tfrac34\right]
=\begin{cases}+\tfrac12,& j=\tfrac32\\ -1,& j=\tfrac12.\end{cases}
\end{equation}
A filled shell has no net spin-orbit energy, so a single hole has the opposite signs. The $p^5$ levels of iodine are therefore $-\zeta/2$ and $+\zeta$. Their splitting is $3\zeta/2=7605\ \mathrm{cm^{-1}}$.

Sulfur, $p^4$, has two holes. In its $^3P$ term with both hole spins up, the interaction along $z$ is $-\zeta(l_{1z}+l_{2z})/2=-(\zeta/2)L_z$. Comparison with $A\,\mathbf L\cdot\mathbf S$ at $S_z=1$ gives $A=-\zeta/2$. To first order,
\begin{equation}
E_J=\frac A2\left[J(J+1)-4\right],\qquad
E_2=-\frac\zeta2,\quad E_1=\frac\zeta2,\quad E_0=\zeta .
\end{equation}
The term spans $3\zeta/2=570\ \mathrm{cm^{-1}}$. The two constants thus measure the same one-electron quantity, which is why they may be compared.

\subsection*{From the atom to the singlet-triplet coupling}

Take real molecular orbitals
\begin{equation}
a=\sqrt{w_a}\,p_x+\dots,\qquad b=\sqrt{w_b}\,p_y+\dots,
\end{equation}
where $w_a,w_b$ are populations on the heavy atom and the dots stand for light atoms, whose spin-orbit interaction is neglected for now. Let $|0\rangle$ be the closed shell $a^2b^2$ and $c$ an empty orbital. The singlet is the excitation $a\to c$, and the triplet is $b\to c$:
\begin{align}
|S\rangle&=\tfrac1{\sqrt2}\left(c_\alpha^\dagger a_\alpha+c_\beta^\dagger a_\beta\right)|0\rangle,\\
|T_0\rangle&=\tfrac1{\sqrt2}\left(c_\alpha^\dagger b_\alpha-c_\beta^\dagger b_\beta\right)|0\rangle .
\end{align}
To turn $T$ into $S$, the interaction must move an electron from $a$ into the hole in $b$. Since $l_zp_x=ip_y$, the required element for spin $\sigma$ is
\begin{equation}
h_\sigma=\langle b\sigma|\zeta l_zs_z|a\sigma\rangle
=i\zeta\sqrt{w_aw_b}\,m_\sigma,\qquad m_{\alpha,\beta}=\pm\tfrac12 .
\end{equation}
Three exchanges of anticommuting operators give
\begin{equation}
b_\sigma^\dagger a_\sigma c_\sigma^\dagger b_\sigma|0\rangle
=-c_\sigma^\dagger a_\sigma b_\sigma^\dagger b_\sigma|0\rangle
=-c_\sigma^\dagger a_\sigma|0\rangle .
\end{equation}
If the hole in $b$ has the other spin, $b_\sigma^\dagger$ meets an occupied orbital and gives zero. Using $h_\beta=-h_\alpha$,
\begin{align}
\langle S|H_{\mathrm{so}}|T_0\rangle
&=\langle S|\tfrac1{\sqrt2}\left(-h_\alpha c_\alpha^\dagger a_\alpha
+h_\beta c_\beta^\dagger a_\beta\right)|0\rangle\nonumber\\
&=-h_\alpha\langle S|S\rangle=-\frac{i\zeta}{2}\sqrt{w_aw_b}.
\end{align}
The other two triplet sublevels need a spin flip, hence $l_x$ or $l_y$, and neither connects $p_x$ with $p_y$. The sum of squared couplings over the three sublevels is therefore $V^2$, with
\begin{equation}
V=\frac{\zeta}{2}\sqrt{w_aw_b}. \label{V}
\end{equation}

The change of $p$ orbital is essential. A singlet and a triplet of the same configuration $a\to c$ could couple here only through diagonal elements of $\mathbf l$. These vanish for real orbitals, because $\mathbf l$ is Hermitian and purely imaginary in a real basis. A large $\zeta$ does not help such a pair in first order.

\subsection*{From the coupling to the rate}

Let $V$ be independent of the nuclear coordinates. Starting in singlet vibrational state $i$, first-order perturbation theory gives the probability of triplet vibrational state $f$ as
\begin{equation}
P_f=\frac{V^2|\langle f|i\rangle|^2}{\hbar^2}\,
\frac{4\sin^2(\omega_{fi}t/2)}{\omega_{fi}^2},
\qquad \hbar\omega_{fi}=E_f-E_i .
\end{equation}
There are two limits. At times so short that $|\omega_{fi}|t\ll1$ for all states with appreciable overlap, the last factor is $t^2$. Completeness of the states $f$ then gives
\begin{equation}
P_T\simeq V^2t^2/\hbar^2 .
\end{equation}
At later times, while $P_T$ is still small and the final states are dense, the last factor acts as $2\pi t\,\delta(\omega_{fi})=2\pi\hbar t\,\delta(E_f-E_i)$. A thermal average over $i$ gives
\begin{equation}
k=\frac{2\pi}{\hbar}V^2F,\qquad
F=\sum_{i,f}p_i|\langle f|i\rangle|^2\delta(E_f-E_i). \label{gr}
\end{equation}
Both limits scale as $\zeta^2$, although only the second defines a rate. Combining \eqref{V} and \eqref{gr},
\begin{equation}
\frac{k_{\mathrm I}}{k_{\mathrm S}}=
\left(\frac{\zeta_{\mathrm I}}{\zeta_{\mathrm S}}\right)^2
\frac{(w_aw_b)_{\mathrm I}}{(w_aw_b)_{\mathrm S}}
\frac{F_{\mathrm I}}{F_{\mathrm S}} . \label{ratio}
\end{equation}
The estimate of 178 sets the last two fractions to one.

\subsection*{The vibrational factor}

Let $\Delta$ be the singlet energy minus the triplet energy, each at its own minimum. A fast mode of quantum $\hbar\Omega$ starts in its ground state. Seen from the displaced triplet oscillator, this is a coherent state with mean quantum number $S$, the Huang-Rhys factor, so it contains $n$ quanta with probability $e^{-S}S^n/n!$.

A slow classical mode has singlet energy $\Delta+\kappa q^2/2$ and triplet energy $\kappa(q-d)^2/2$. With $\lambda=\kappa d^2/2$, their difference is
\begin{equation}
\Delta+\tfrac12\kappa q^2-\tfrac12\kappa(q-d)^2=\Delta-\lambda+\kappa d\,q .
\end{equation}
In the thermal singlet $\langle q^2\rangle=k_BT/\kappa$, so this difference is Gaussian with mean $\Delta-\lambda$ and variance $\kappa d^2k_BT=2\lambda k_BT$. Energy conservation sets it equal to $n\hbar\Omega$:
\begin{equation}
F=\sum_n\frac{e^{-S}S^n}{n!}
\frac{\exp\left[-(\Delta-\lambda-n\hbar\Omega)^2/4\lambda k_BT\right]}
{\sqrt{4\pi\lambda k_BT}} .
\end{equation}

\subsection*{Numbers for a model pair}

Both model cations have $w_a=w_b=0.10$, $\Delta=0.30$ eV, $\hbar\Omega=0.15$ eV, $S=1$, $\lambda=0.10$ eV and $T=300$ K. With $k_BT=0.02585$ eV, the terms $n=0$ to $3$ are
\begin{equation}
F\approx0.043+1.603+0.388+0.001\approx2.03\ \mathrm{eV^{-1}} .
\end{equation}
A quantum slow mode of $0.01$ eV has discrete levels. Averaged over their spacing, it gives $2.025\ \mathrm{eV^{-1}}$, less than one percent below the classical value.

The couplings are $V_{\mathrm I}=5070\times0.10/2=253.5\ \mathrm{cm^{-1}}$ ($0.03143$ eV) and $V_{\mathrm S}=19.0\ \mathrm{cm^{-1}}$ ($0.00236$ eV). For iodine,
\begin{equation}
k_{\mathrm I}=\frac{2\pi(0.03143\ \mathrm{eV})^2(2.034\ \mathrm{eV^{-1}})}
{6.582\times10^{-16}\ \mathrm{eV\,s}}
=1.92\times10^{13}\ \mathrm{s^{-1}} .
\end{equation}
The same formula gives $k_{\mathrm S}=1.08\times10^{11}\ \mathrm{s^{-1}}$. The corresponding lifetimes are about 52 fs and 9300 fs.

\subsection*{When the square law holds, and when it fails}

The golden rule can be tested by propagating the thermal singlet with the full Hamiltonian of both surfaces, including return from the triplet. The slow mode is now one quantum oscillator of $0.01$ eV, with a period of 414 fs. All times used in this test are shorter than that period. Beyond it, the discrete levels no longer act as a dense set and the constant rate is lost. With both populations reduced to $0.005$, exponential fits between 60 and 340 fs give $4.76\times10^{10}$ and $2.68\times10^{8}\ \mathrm{s^{-1}}$. Their ratio is 177.6, in agreement with the square law.

At the populations of $0.10$ the result is different:
\begin{center}
\begin{tabular}{rcc}
time (fs) & triplet, iodine & triplet, sulfur\\
20 & 0.286 & 0.0019\\
100 & 0.520 & 0.0104\\
340 & 0.770 & 0.0354
\end{tabular}
\end{center}
For iodine at 100 fs the golden rule predicts $0.853$, well above the $0.520$ found. Defining an effective rate as $-\ln(1-P_T)/t$ gives $7.3\times10^{12}\ \mathrm{s^{-1}}$ for iodine and $1.04\times10^{11}\ \mathrm{s^{-1}}$ for sulfur at that time. Their ratio is about 70, not 178. This value depends on the time chosen: the same ratio is 178 at 20 fs and about 41 at 340 fs.

A large $P_T$ is not in itself the cause. At 20 fs it is already $0.286$ for iodine, yet the effective rates still follow the square law. A singlet level coupled with the same $V$ to a structureless continuum, with the same distribution of final energies as in $F$, reaches $0.849$ at 100 fs, close to the golden-rule value. The shortfall lies in the undamped vibrational motion of this model: population can return to the singlet, and the molecules left in the singlet need not keep a thermal distribution. The calculation does not separate these two effects. It also has one slow mode and no vibrational relaxation, so the size of the error found here belongs to this model, and the calculation does not predict a final yield. Even with $\lambda$ fixed, the slow quantum matters: $0.005$ and $0.02$ eV give iodine triplet populations of about $0.35$ and $0.72$ at 100 fs, and effective-rate ratios of about 42 and 120.

\subsection*{From rates to yields}

If the singlet also decays by other routes at total rate $k_c$, and the triplet does not return to the singlet, the triplet yield is $\Phi=k/(k+k_c)$. With $r=k_{\mathrm I}/k_{\mathrm S}$,
\begin{equation}
\frac{\Phi_{\mathrm I}}{\Phi_{\mathrm S}}
=\frac{rk_{\mathrm S}}{rk_{\mathrm S}+k_c}\,
\frac{k_{\mathrm S}+k_c}{k_{\mathrm S}}
=r\,\frac{k_{\mathrm S}+k_c}{rk_{\mathrm S}+k_c}.
\end{equation}
This tends to $r$ when $k_c$ is much larger than both crossing rates, and to one when it is much smaller than both. For $k_c=10^{12}\ \mathrm{s^{-1}}$ in both cations, the golden-rule yields are $0.950$ and $0.097$, a ratio of 9.8. Since no yield exceeds one, even a faster iodine crossing could not raise this ratio above $1/0.097\approx10$.

\subsection*{How firm is the factor of 180?}

Each assumption can be varied while the others are held fixed. Equation \eqref{ratio} gives the effect directly, except for carbon, which adds a term to $V$.
\begin{itemize}
\item \emph{Atomic constant.} A sulfur constant 10\% larger or smaller gives 147 or 220. The constants used are those of the neutral atoms, and positive charge on the heavy atom raises both. A rough atomic estimate (exchange-only local density, nonrelativistic) for a full unit of charge gives about 18\% for sulfur and 14\% for iodine, which would bring the ratio to about 166.
\item \emph{Carbon.} Suppose one carbon atom, with a rough constant of $30\ \mathrm{cm^{-1}}$, has the same $p_x$ and $p_y$ populations as the heavy atom. Its amplitude adds to or opposes that of the heavy atom, so $\zeta$ in \eqref{V} is replaced by $\zeta\pm30\ \mathrm{cm^{-1}}$ for both cations. The ratio becomes 155 or 207.
\item \emph{Orbital character.} Halving both iodine populations divides the ratio by four, to about 45.
\item \emph{Energy gap.} Raising only the iodine gap to $0.50$ eV multiplies $F_{\mathrm I}$ by $0.325$ and lowers the ratio to about 58.
\end{itemize}
Orbital character and the gap can therefore matter more than the uncertainty in the atomic constants.

\subsection*{Beside real resists}

The model parameters are rough and belong to no particular salt. A population of $0.10$ may be well below the real one if an iodine lone pair takes part. Tripling both populations would raise the golden-rule rate ninefold, to $\hbar k\approx0.11$ eV. This exceeds the thermal width $\sqrt{2\lambda k_BT}\approx0.07$ eV of the energy difference, so the golden rule could not be trusted there. The assumption of bound, harmonic surfaces can also fail in real photoacid generators, because carbon--iodine and carbon--sulfur bonds can break in the excited state. If this raised $k_c$ to $10^{13}\ \mathrm{s^{-1}}$ in both cations, the golden-rule yield ratio would change from about 10 to about 62. Nor is a triplet yield an acid yield, since singlet bond breaking can also lead to acid. Under extreme-ultraviolet exposure, acid formation is driven largely by secondary electrons, so the factor of 180 should not be used there as a ratio of resist sensitivities. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
zeta iodine, sulfur: 5070, 380 cm^-1
ratio of constants: 13.342
ratio of squared constants: 178.0
p5 splitting, iodine constant: 7605 cm^-1
p4 triplet-P span, sulfur constant: 570 cm^-1
temperature: 300 K; kT: 0.02585 eV
p population in each orbital: 0.10
gap: 0.30 eV; fast quantum: 0.15 eV
Huang-Rhys factor: 1.0
slow reorganization: 0.10 eV; slow quantum: 0.01 eV
slow-mode period: 414 fs
F classical slow mode: 2.034 eV^-1
F quantum slow mode: 2.025 eV^-1
I: coupling V: 253.5 cm^-1 = 0.03143 eV
I: golden-rule rate: 1.918e+13 s^-1; lifetime: 52.1 fs
S: coupling V: 19.0 cm^-1 = 0.00236 eV
S: golden-rule rate: 1.078e+11 s^-1; lifetime: 9280.1 fs
golden-rule rate ratio I/S: 178.0
weak-coupling test population: 0.005
I: weak rate, dynamics: 4.762e+10 s^-1; golden rule: 4.796e+10 s^-1
S: weak rate, dynamics: 2.682e+08 s^-1; golden rule: 2.694e+08 s^-1
weak rate ratio from dynamics: 177.6
triplet population at 20 fs, I: 0.2861; S: 0.00189
triplet population at 50 fs, I: 0.4730; S: 0.00510
triplet population at 100 fs, I: 0.5201; S: 0.01039
triplet population at 200 fs, I: 0.6621; S: 0.02087
triplet population at 340 fs, I: 0.7703; S: 0.03541
golden-rule triplet population, I, 100 fs: 0.8531
effective rates at 100 fs, I: 7.342e+12 s^-1; S: 1.044e+11 s^-1
effective-rate ratio at 100 fs: 70.3
largest basis-set change of population: 3.4e-05
ratio if sulfur constant is 10% larger: 147
ratio if sulfur constant is 10% smaller: 220
ratio, carbon 30 cm^-1 at equal population, adding: 155
ratio, carbon 30 cm^-1 at equal population, opposing: 207
ratio if both iodine p populations are halved: 44.5
F at 0.50 eV relative to 0.30 eV: 0.325
ratio if only the iodine gap is 0.50 eV: 57.9
competing singlet decay: 1.0e+12 s^-1
golden-rule triplet yields, I: 0.950; S: 0.097
triplet-yield ratio I/S: 9.77
\end{verbatim}
